# Regularizing the energy gradient near nodes in variational Monte Carlo, part 2

Variational Monte Carlo draws points $R$ from $\rho=\Psi^2/N$, $N=\int\Psi^2$, and estimates $dE/dp$, the derivative of the energy $E$ with respect to a parameter $p$ of the real trial function $\Psi$, as the mean of $X=2(E_L-E)\,\partial_p\Psi/\Psi$, where $E_L=H\Psi/\Psi$. Units are atomic and $E$ is taken as known. With the signed length $d=\Psi/|\nabla\Psi|$,
$$X=\frac{\mathcal A(R)}{d^2},\quad\mathcal A=\frac{2(H\Psi-E\Psi)\,\partial_p\Psi}{|\nabla\Psi|^2}.$$
On the node $S$, with area element $dS$, $\mathcal A$ equals $A=2H\Psi\,\partial_p\Psi/|\nabla\Psi|^2$ and $\rho_0=|\nabla\Psi|^2/N$. Across it, at $d=t$, $\mathcal A=A(1+st+\dots)$. For the line, $\Psi=(x-p)e^{-x^2/2}$ in the oscillator, $A=-2p$.

The shell integrals $[\Phi](t)=\int_{d=t}\Phi\,dS/|\nabla d|$ define $g=[F]$, $F=\rho X$, and $h=[\rho X^2d^2]$, with
$$g^{(k)}(0)=\int_SL^kF\,dS,\qquad L\Phi=\nabla\cdot\frac{\Phi\,\nabla d}{|\nabla d|^2},\qquad h(0)=\int_S dS\,|\nabla\Psi|^2A^2/N .$$

If $A\equiv0$ on $S$, the node leaves the variance finite. Otherwise $X$ has density $q(\pm x)\simeq C_\pm x^{-5/2}$ at large $x$, and
$$P(\pm X>x)=\tfrac23C_\pm x^{-3/2}\left[1+O(1/x)\right],\qquad C_\pm=\int_SdS\,\frac{|\nabla\Psi|^2}{N}\,(\pm A)_+^{3/2},$$
$$\langle X^2;|d|>\delta\rangle=\frac{2h(0)}\delta+K+O(\delta),$$
where $(y)_+=\max(y,0)$ and $K$ is a constant. With $\phi(k)=\langle e^{ikX}\rangle$, $C=C_++C_-$ and $\lambda=\frac23\sqrt{2\pi}$, $1-\mathrm{Re}\,\phi\simeq\lambda C|k|^{3/2}$ at small $k$. The mean of $M$ independent samples has the scale $W_M=(\lambda C)^{2/3}M^{-1/3}$, which is not a standard deviation.

The regularized estimator is $X_\varepsilon=f(d/\varepsilon)X$, with $f(u)=1$ for $|u|\ge1$. If $|d|<\varepsilon$ only in a shell round $S$ (the shell assumption) and $g$ is smooth at $0$, its bias is
$$B(\varepsilon)=\langle X_\varepsilon\rangle-\frac{dE}{dp}=\sum_k\frac{m_k\,g^{(k)}(0)}{k!}\,\varepsilon^{k+1},\qquad m_k=\int_{-1}^1u^k(f-1)\,du .$$
The hard cutoff has $f=0$ inside the shell. The sixth-degree (Pathak–Wagner) polynomial $f(u)=9u^2-15u^4+7u^6$ has $m_0=0$, $m_4=\tfrac{128}{1155}$ and
$$B(\varepsilon)=\beta\varepsilon^3+\beta_5\varepsilon^5+O(\varepsilon^7),\qquad\beta=\frac{32}{315}\,g''(0),\qquad\beta_5=\frac{m_4}{24}\,g^{(4)}(0).$$
It is compared with $2u^2-u^4$, $6u^2-5u^4$ and the degree-8 polynomial $20u^2-70u^4+84u^6-33u^8$, whose biases start at $\varepsilon$, $\varepsilon^3$ and $\varepsilon^5$.

## Variance and the choice of $\varepsilon$

Inside and outside the regulated shell,
$$\langle X_\varepsilon^2\rangle=\int_{|t|<\varepsilon}\frac{h\,f^2}{t^2}\,dt+\langle X^2;|d|>\varepsilon\rangle=\frac{2h(0)}\varepsilon\int_0^1\frac{f^2}{u^2}\,du+\frac{2h(0)}\varepsilon+K+O(\varepsilon),$$
where $h'(0)$ drops out because $f^2$ is even. So $\mathrm{Var}\,X_\varepsilon=v/\varepsilon+V_0+O(\varepsilon)$ with $v=\kappa h(0)$, $\kappa=2+2\int_0^1f^2u^{-2}du$ and $V_0=K-(dE/dp)^2$, the last independent of $f$. The hard cutoff gives $\kappa=2$, the truncated moment found before. For the sixth-degree polynomial,
$$\int_0^1(9u-15u^3+7u^5)^2du=27-54+\tfrac{225+126}7-\tfrac{210}9+\tfrac{49}{11}=\tfrac{985}{231},\qquad\kappa=\tfrac{2432}{231}=10.528 .$$
At equal $\varepsilon$ the leading variance is $5.3$ times that of the hard cutoff, which is the price of $m_0=0$ and the smooth join.

For $M$ independent samples the mean squared error is $\beta^2\varepsilon^6+v/(\varepsilon M)+V_0/M$ at leading order in $\varepsilon$. Setting the derivative to zero gives $6\beta^2\varepsilon^5=v/(\varepsilon^2M)$, so
$$\varepsilon^*=\left(\frac v{6\beta^2M}\right)^{1/7},\qquad\mathrm{MSE}(\varepsilon^*)=\frac76\frac v{\varepsilon^*M}+\frac{V_0}M\propto M^{-6/7}.$$
The rms error falls as $M^{-3/7}$. For a bias of order $\varepsilon^n$ the same step gives $\varepsilon^*\propto M^{-1/(2n+1)}$ and an error $M^{-n/(2n+1)}$. The hard cutoff, $n=1$, returns $M^{-1/3}$, the rate of the bare estimator, and large $n$ approaches $M^{-1/2}$. If $E$ is replaced by the sample mean of $E_L$, then with $O_\varepsilon=f\,\partial_p\Psi/\Psi$ the product of the two sample means has expectation $E\langle O_\varepsilon\rangle+\mathrm{Cov}(E_L,O_\varepsilon)/M$, and $2\,\mathrm{Cov}(E_L,O_\varepsilon)=\langle X_\varepsilon\rangle$; the expectation of the estimator is multiplied by $1-1/M$, a change small against $M^{-3/7}$. At order $1/M$ the variance is then that of $2(E_L-E)(O_\varepsilon-\langle O_\varepsilon\rangle)$, which keeps the term $v/\varepsilon$ but has a different constant $V_0$.

## Hydrogen with a spherical node

Let $H=-\tfrac12\nabla^2-1/r$ and $\Psi=we^{-br}$, $w=1-ar$, with $a=0.45$ and $b=0.55\ \text{bohr}^{-1}$, and let $p=a$ at fixed $b$. The function is not orthogonal to $1s$, so $E$ is no upper bound to the $2s$ level; only its gradient is of interest. The node is at $r_0=1/a=2.2222$ bohr. From $\Psi'=-(a+bw)e^{-br}$ and $\Psi''=(2ab+b^2w)e^{-br}$,
$$e^{br}H\Psi=-ab-\tfrac12b^2w+\frac{a+(b-1)w}r .$$
On the node this is $a(a-b)$. With $\partial_a\Psi=-re^{-br}$,
$$A=\frac{2a(a-b)(-1/a)}{a^2}=\frac{2(b-a)}{a^2}=\frac{0.2}{0.2025}=0.98765\ \text{Ha bohr}^3 .$$
The chosen values obey the cusp condition $a+b=1$, so the last term is $a(1-w)/r=a^2$ and $e^{br}H\Psi=-\eta-\tfrac12b^2w$ with $\eta=a(b-a)=0.045$ Ha.

The integrals $I_n=n!/(2b)^{n+1}$ are $I_2=1.50263$, $I_3=4.09808$, $I_4=14.90211$. Then $N'=N/4\pi=I_2-2aI_3+a^2I_4=0.83203\ \text{bohr}^3$ and
$$E=-\tfrac12b^2-\eta\,\frac{I_2-aI_3}{N'}=-0.15125+0.045\times\frac{0.34151}{0.83203}=-0.13278\ \text{Ha}.$$
With $\gamma=E+\tfrac12b^2=0.018470$ Ha, $4\pi r^2F=2(\eta+\gamma w)r^3e^{-2br}/N'$, and
$$\frac{dE}{da}=\frac{2[\eta I_3+\gamma(I_3-aI_4)]}{N'}=\frac{2(0.18441-0.04817)}{0.83203}=0.32750\ \text{Ha bohr}.$$
The surface factor is $\int_S\rho_0\,dS=r_0^2a^2e^{-2b/a}/N'=0.086774/0.83203=0.10429$. Multiplying by $A$, $A^{3/2}$ and $A^2$ gives $g(0)=0.10300$ Ha, $C_+=0.10237\ (\text{Ha bohr})^{3/2}$ and $h(0)=0.10173\ \text{Ha}^2\,\text{bohr}^3$; $C_-=0$.

The tail can be compared with the exact density $\sum4\pi r^2\rho/|dX/dr|$, summed over the two roots of $X(r)=x$ found by Brent's method. This gives $qx^{5/2}=0.102362$ at $x=10^4$ Ha bohr, $4\times10^{-5}$ below $C_+$ in relative terms, and a logarithmic slope of $-2.49999$ between $10^4$ and $10^5$. All radial integrals below use composite 20-point Gauss–Legendre panels with breaks at the node and the shell edges. The truncated second moment is $203.25$ and $2034.43\ (\text{Ha bohr})^2$ for $\delta=10^{-3}$ and $10^{-4}$ bohr, against $2h(0)/\delta=203.47$ and $2034.65$, so $K=-0.22$. The two limits with $A=0$ converge instead. For $p=b$, where $\partial_b\Psi=-r\Psi$ vanishes on the node, the same cuts give $0.06769$ and $0.06773$. For $p=a$ at $a=b=0.45$, where $H\Psi=0$ on the node, they give $0.009995$ and $0.010000$; the broken cusp is harmless since $\partial_a\Psi\propto r$. The ratio $(1-\mathrm{Re}\,\phi)/(\lambda Ck^{3/2})$, integrated at $k=10^{-4}$ and $2.5\times10^{-5}\ (\text{Ha bohr})^{-1}$ and extrapolated linearly in $\sqrt k$ to $k=0$, is $0.99999$.

Near the node $d=w/(a+bw)$, which inverts to $w=at/(1-bt)$ and $r=r_0-t/(1-bt)$ with $|dr/dt|=(1-bt)^{-2}$. Inside, $d$ rises to $1/(a+b)=1$ bohr at the nucleus; outside, $|d|$ grows without bound at $r=1/a+1/b$ and stays above $1/b$ beyond. The shell assumption holds exactly for $\varepsilon<1$ bohr, and
$$g(t)=\frac2{N'}\,(\eta+\gamma w)\,r^3e^{-2br}\,(1-bt)^{-2}.$$
At $t=0$, $r'=-1$, $r''=-2b$, $w'=a$, $w''=2ab$, and $\gamma/\eta=0.41045$. The first two derivatives of $\ln g$ are
$$\ell_1=\frac{\gamma a}\eta-(3a-2b)+2b=0.18470-0.25+1.1=1.03470,$$
$$\ell_2=\frac{2ab\gamma}\eta-\left(\frac{\gamma a}\eta\right)^2-3a^2-2b(3a-2b)+2b^2=0.20317-0.03411-0.6075-0.275+0.605=-0.10844 .$$
So $g'(0)=g(0)\ell_1=0.10658$ Ha/bohr and $g''(0)=g(0)(\ell_1^2+\ell_2)=0.099107\ \text{Ha/bohr}^2$; two more symbolic differentiations give $g^{(4)}(0)=-1.9206\ \text{Ha/bohr}^4$. Then $\beta=0.101587\times0.099107=0.010068\ \text{Ha/bohr}^2$, $\beta_5=-0.008868\ \text{Ha/bohr}^4$, and $v=10.528\times0.10173=1.0711\ \text{Ha}^2\,\text{bohr}^3$.

The next table gives the bias at $\varepsilon=0.1$ bohr in Ha bohr, as the quadrature of $\langle X_\varepsilon\rangle$ minus $dE/da$, beside the leading term $m_kg^{(k)}(0)\varepsilon^{k+1}/k!$ and the order $\log_2[B(0.1)/B(0.05)]$. The odd admixture is $5u^3(1-u^2)^2$ added to the sixth-degree $f$, with $m_1=10(\tfrac15-\tfrac27+\tfrac19)=\tfrac{16}{63}$.

| regulator | leading term | bias | order |
|---|---|---|---|
| hard cutoff | $-2.060\times10^{-2}$ | $-2.063\times10^{-2}$ | 1.00 |
| $2u^2-u^4$ | $-1.099\times10^{-2}$ | $-1.099\times10^{-2}$ | 1.00 |
| odd admixture | $2.71\times10^{-4}$ | $2.80\times10^{-4}$ | 2.03 |
| $6u^2-5u^4$ | $1.510\times10^{-5}$ | $1.494\times10^{-5}$ | 2.99 |
| degree 6 | $1.007\times10^{-5}$ | $0.998\times10^{-5}$ | 2.99 |
| degree 8 | $3.64\times10^{-8}$ | $3.69\times10^{-8}$ | 5.02 |

For the odd admixture the gap of $1\times10^{-5}$ is mainly the cubic term $\beta\varepsilon^3$, which it shares with the sixth-degree $f$. For that polynomial, with $\varepsilon$ in bohr, bias in Ha bohr and variance in $(\text{Ha bohr})^2$:

| $\varepsilon$ | bias | $\beta\varepsilon^3$ | Var | $v/\varepsilon$ |
|---|---|---|---|---|
| 0.4 | $5.414\times10^{-4}$ | $6.444\times10^{-4}$ | 2.337 | 2.678 |
| 0.2 | $7.762\times10^{-5}$ | $8.054\times10^{-5}$ | 5.023 | 5.355 |
| 0.1 | $9.979\times10^{-6}$ | $1.0068\times10^{-5}$ | 10.382 | 10.711 |
| 0.05 | $1.2557\times10^{-6}$ | $1.2585\times10^{-6}$ | 21.095 | 21.421 |

At $\varepsilon=0.1$, $\beta_5\varepsilon^5=-8.9\times10^{-8}$ closes the gap, $1.0068\times10^{-5}-0.0089\times10^{-5}=9.979\times10^{-6}$. At $\varepsilon=0.2$ the bias is $2.4\times10^{-4}$ of the gradient. The variance lies below $v/\varepsilon$ by a nearly constant amount, $-0.325$ at $\varepsilon=0.005$ bohr, in agreement with $V_0=K-(dE/da)^2=-0.22-0.107$.

Numerical minimization of the quadrature MSE over $\varepsilon<0.6$ bohr gives $\varepsilon=0.0562$ bohr at $M=10^{12}$, equal to the law to these digits. The rms error is $4.68\times10^{-6}$ Ha bohr, as the formula gives: $\tfrac76\times1.0711/0.0562-0.325=21.9$ and $\sqrt{21.9\times10^{-12}}=4.68\times10^{-6}$. The bare scale is $W_M=(1.6711\times0.10237)^{2/3}M^{-1/3}=0.3082\,M^{-1/3}$, or $3.08\times10^{-5}$ Ha bohr. At $M=10^6$ the law gives $0.404$ bohr and the minimization $0.446$ bohr, with rms error $1.60\times10^{-3}$ against $W_M=3.08\times10^{-3}$ Ha bohr. Keeping $\beta_5$ multiplies $6\beta^2\varepsilon^5$ by $(1+\zeta)(1+\tfrac53\zeta)$ with $\zeta=\beta_5\varepsilon^2/\beta=-0.881\varepsilon^2$; at $\varepsilon=0.435$ this factor is $0.60$ and $0.404\times0.60^{-1/7}=0.435$, about three quarters of the shift. Most of the rest comes from the $\varepsilon^7$ term of the bias. Its coefficient, estimated from the quadrature bias at $\varepsilon=0.2$ bohr, is about $-0.0071\ \text{Ha/bohr}^6$, and including it moves the minimum to $0.444$ bohr. The same term explains most of the amount by which the bias at $\varepsilon=0.4$ lies below $\beta\varepsilon^3+\beta_5\varepsilon^5=5.535\times10^{-4}$.

One run of $10^6$ independent radii was drawn by rejection from the envelope $r^2(1+a^2r^2)e^{-2br}$, a mixture of two gamma laws that bounds $r^2\Psi^2$ because $(1-ar)^2\le1+a^2r^2$. With $\varepsilon=0.2$ bohr the regularized mean is $0.3297\pm0.0023$ Ha bohr, $0.9$ standard errors above the expected $0.3276$. The bare mean is $0.3341$, which is $0.0066$ or about $2W_M$ above the gradient; the single largest sample, $X=5364$ Ha bohr, contributes $0.0054$ of it. The run has $425$ samples with $X>30$ Ha bohr, against $412$ from quadrature between the roots and $10^6\times\tfrac23\times0.10237\times30^{-3/2}=415$ from the tail law; the Poisson spread is $20$.

The largest regularized sample, $224.6$ Ha bohr, exceeds the node value $9A/\varepsilon^2=222.2$, so the node value is not the bound. Here $\mathcal A=2(\eta+\gamma w)\,r\,(1-bt)^2/a^2$ has logarithmic slope $s=0.1847-a-2b=-1.365\ \text{bohr}^{-1}$. Then $\varepsilon^2X_\varepsilon/A\simeq9+9st-15t^2/\varepsilon^2$, whose maximum at $t=0.3s\varepsilon^2$ is $9(1+0.15s^2\varepsilon^2)$. The factor is $1.0112$, giving $224.7$ at this order.

## A curved node on which $A$ changes sign

On a sphere $A$ is constant and $L$ reduces to a radial derivative. To exercise the geometry take the two-dimensional oscillator with unit frequency in atomic units and $\Psi=wG$, $w=x-p-cy^2$, $G=e^{-\alpha(x^2+y^2)/2}$. On the node only two terms of $\nabla^2(wG)$ survive, $G\nabla^2w=-2cG$ and $2\nabla w\cdot\nabla G=-2\alpha(x-2cy^2)G$, with $x=p+cy^2$. So $H\Psi=[c+\alpha(p-cy^2)]G$, $\partial_p\Psi=-G$, $|\nabla\Psi|^2=(1+4c^2y^2)G^2$, and
$$A(y)=-\frac{2\left[c+\alpha(p-cy^2)\right]}{1+4c^2y^2},\qquad dS=\sqrt{1+4c^2y^2}\,dy .$$
For $c=0$, $\alpha=1$ this is the value $-2p$ of the line. The model parameters $p=0.3$ bohr, $c=0.3\ \text{bohr}^{-1}$, $\alpha=0.9\ \text{bohr}^{-2}$ make $A$ change sign at $y^2=0.57/0.27$, $|y|=1.45$ bohr, so both tails exist. A $20\times20$ Gauss–Hermite rule gives $E=1.8341$ Ha and $dE/dp=-0.8905$ Ha/bohr. The outer region where $|d|\simeq1/(\alpha r)<\varepsilon$ has weight of order $e^{-1/(\alpha\varepsilon^2)}$ and is left out.

The node integrals were done by the trapezoid rule with 401 points on $|y|\le3.5$ bohr, with $L^2F$ from nested fourth-order central differences of step $0.002$ bohr. The direct values use, on each line of constant $y$, shell edges found by bisection and Gauss–Legendre panels in $x$. The ratio $B/\varepsilon^3$ at $\varepsilon=0.04$ and $0.02$ bohr, extrapolated in $\varepsilon^2$, is $0.246266\ \text{Ha/bohr}^4$, and $\tfrac{32}{315}\int_SL^2F\,dS$ has the same six digits. The difference of second moments at $\varepsilon/2$ and $\varepsilon$ should be $\kappa h(0)(2/\varepsilon-1/\varepsilon)$; times $\varepsilon=0.01$ bohr it is $4.99766$ against $\kappa h(0)=4.99764\ \text{Ha}^2/\text{bohr}$. Summing $\rho$ over the points with $\pm X>10^4$ Ha/bohr on a 4000-point midpoint grid in $|w|<0.03$ bohr, and multiplying by $\tfrac32x^{3/2}$, gives $C_-=0.4858$ and $C_+=0.00217\ (\text{Ha/bohr})^{3/2}$, against $0.4859$ and $0.00217$ from the node integrals. The positive tail is weak in this model because it comes only from $|y|>1.45$ bohr, where $A$ starts from zero and $G^2$ has fallen from $e^{-0.08}$ at the vertex to about $e^{-2.7}$.

All numerical values are calculated from the stated model.
